# Peak transmission through a vacancy coupled unequally to two electrodes: verification in Python

```python
"""
Result under test: a single level between two electrodes, with widths
Gamma_L = 4 Gamma_R, has peak transmission
    4 Gamma_L Gamma_R / (Gamma_L + Gamma_R)^2 = 0.64.
Model: two half-infinite chains (site energy 0, hopping -t) joined through
one vacancy site of energy eps0 by hoppings -vL and -vR.
Band: E = -2 t cos k.  Widths: Gamma_a = 2 va^2 sin k / t.
Energies are in eV; times inside the decay test are in hbar/eV.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.linalg import eigh
from scipy.optimize import brentq, minimize_scalar

t = 1.0
vL, vR = 0.2, 0.1
eps0 = 0.0


def scatter(E, eps, v_in, v_out, M=4):
    """Solve the site equations for sites -M..M; return r and tau."""
    k = np.arccos(-E / (2 * t))
    size = 2 * M + 1
    A = np.zeros((size + 2, size + 2), dtype=complex)
    b = np.zeros(size + 2, dtype=complex)
    col_r, col_tau = size, size + 1
    bonds = np.full(size - 1, t)
    bonds[M - 1], bonds[M] = v_in, v_out
    for j in range(size):
        A[j, j] = E - (eps if j == M else 0.0)
        if j > 0:
            A[j, j - 1] = bonds[j - 1]
        if j < size - 1:
            A[j, j + 1] = bonds[j]
    # neighbours just outside the section are plane waves
    A[0, col_r] = t * np.exp(1j * k * M)
    b[0] = -t * np.exp(-1j * k * M)
    A[size - 1, col_tau] = t * np.exp(1j * k * M)
    # the end sites of the section carry the same plane waves
    A[size, 0] = 1.0
    A[size, col_r] = -np.exp(1j * k * (M - 1))
    b[size] = np.exp(-1j * k * (M - 1))
    A[size + 1, size - 1] = 1.0
    A[size + 1, col_tau] = -np.exp(1j * k * (M - 1))
    x = np.linalg.solve(A, b)
    return x[col_r], x[col_tau]


def T_numeric(E, eps, v_in, v_out):
    return abs(scatter(E, eps, v_in, v_out)[1]) ** 2


def widths(E, a, b):
    sin_k = np.sqrt(1 - (E / (2 * t)) ** 2)
    return 2 * a**2 * sin_k / t, 2 * b**2 * sin_k / t


def T_formula(E, eps, a, b):
    gL, gR = widths(E, a, b)
    shift = (a**2 + b**2) * E / (2 * t**2)
    return gL * gR / ((E - eps - shift) ** 2 + (gL + gR) ** 2 / 4)


def find_peak(eps, a, b, low, high):
    res = minimize_scalar(lambda E: -T_numeric(E, eps, a, b),
                          bounds=(low, high), method="bounded",
                          options={"xatol": 1e-10})
    return res.x, -res.fun


# Line shape and conservation of probability, on and off resonance
for eps in (0.0, 0.3, -0.7):
    for E in np.linspace(-1.8, 1.8, 41):
        r, tau = scatter(E, eps, vL, vR)
        assert abs(abs(r) ** 2 + abs(tau) ** 2 - 1) < 1e-10
        assert abs(abs(tau) ** 2 - T_formula(E, eps, vL, vR)) < 1e-10

# Peak height and position, for a level at and away from the band centre
E_peak, T_peak = find_peak(eps0, vL, vR, -0.2, 0.25)
assert abs(T_peak - 0.64) < 1e-9 and abs(E_peak) < 1e-6
E_off, T_off = find_peak(0.3, vL, vR, 0.1, 0.5)
E_off_formula = 0.3 / (1 - (vL**2 + vR**2) / (2 * t**2))
assert abs(T_off - 0.64) < 1e-9
assert abs(E_off - E_off_formula) < 1e-6
T_swapped = find_peak(eps0, vR, vL, -0.2, 0.25)[1]
assert abs(T_swapped - 0.64) < 1e-9
T_equal = find_peak(eps0, vR, vR, -0.2, 0.25)[1]
assert abs(T_equal - 1) < 1e-9

# Hopping amplitudes (not widths) in the ratio 4
T_amp = find_peak(eps0, 0.2, 0.05, -0.2, 0.25)[1]
assert abs(T_amp - 64 / 289) < 1e-9

# Reflected amplitude at resonance, including its phase
for a, b in ((vL, vR), (vR, vL)):
    k_res = np.arccos(-E_off_formula / (2 * t))
    gA, gB = widths(E_off_formula, a, b)
    r_expected = np.exp(2j * k_res) * (2 * gA / (gA + gB) - 1)
    r_solved = scatter(E_off_formula, 0.3, a, b)[0]
    assert abs(r_solved - r_expected) < 1e-10
R_peak = abs(scatter(0.0, eps0, vL, vR)[0]) ** 2
assert abs(R_peak - 0.36) < 1e-10

# Widths as escape rates: decay of an occupied level in a finite chain
n_left, n_right = 300, 260


def decay(a, b, times):
    n = n_left + 1 + n_right
    hop = np.full(n - 1, -t)
    hop[n_left - 1], hop[n_left] = -a, -b
    energies, states = eigh(np.diag(hop, 1) + np.diag(hop, -1))
    out = []
    for time in times:
        psi = states @ (np.exp(-1j * energies * time) * states[n_left])
        p = abs(psi) ** 2
        out.append((p[n_left], p[:n_left].sum(), p[n_left + 1:].sum()))
    return np.array(out)


weak = decay(vL / 2, vR / 2, (40.0, 100.0))
rate_weak = np.log(weak[0, 0] / weak[1, 0]) / 60.0
gamma_weak = sum(widths(0.0, vL / 2, vR / 2))
# the width formula gives the rate up to corrections of order (v/t)^2
assert abs(rate_weak / gamma_weak - 1) < 0.01
left_over, P_left, P_right = decay(vL, vR, (150.0,))[0]
assert left_over < 1e-5
assert abs(P_left / P_right - 4) < 1e-3

# Full width at half maximum of the line
half = brentq(lambda E: T_numeric(E, eps0, vL, vR) - T_peak / 2, 0.0, 0.3)
fwhm = 2 * half
gL, gR = widths(0.0, vL, vR)
gamma = gL + gR
assert abs(fwhm / gamma - 1) < 0.03

# Thermal average with the Fermi energy on resonance
kB_eV = const.k / const.e


def thermal_T(temp):
    x = np.linspace(-30, 30, 1201)
    y = np.array([T_numeric(u * kB_eV * temp, eps0, vL, vR) for u in x])
    y = y / (4 * np.cosh(x / 2) ** 2)
    return float(np.sum((y[1:] + y[:-1]) / 2) * (x[1] - x[0]))


T_4K, T_300K = thermal_T(4.0), thermal_T(300.0)
for temp, value in ((4.0, T_4K), (300.0, T_300K)):
    check = quad(lambda u: T_formula(u * kB_eV * temp, eps0, vL, vR)
                 / (4 * np.cosh(u / 2) ** 2), -30, 30,
                 points=[0.0], limit=200)[0]
    assert abs(check - value) < 1e-6
assert abs(T_4K - T_peak) < 1e-3 and T_300K < T_peak - 0.05

G0 = 2 * const.e**2 / const.h
hbar_eVs = const.hbar / const.e

print(f"electrode hopping t = {t:.1f} eV")
print(f"vacancy level eps0 = {eps0:.1f} eV")
print(f"left hopping vL = {vL:.2f} eV")
print(f"right hopping vR = {vR:.2f} eV")
print(f"left width Gamma_L at E=0 = {gL:.3f} eV")
print(f"right width Gamma_R at E=0 = {gR:.3f} eV")
print(f"total width Gamma = {gamma:.3f} eV")
print(f"width ratio Gamma_L/Gamma_R = {gL / gR:.3f}")
print(f"escape time to left hbar/Gamma_L = {hbar_eVs / gL * 1e15:.2f} fs")
print(f"escape time to right hbar/Gamma_R = {hbar_eVs / gR * 1e15:.2f} fs")
print(f"peak transmission, site equations = {T_peak:.6f}")
print(f"peak reflection, site equations = {R_peak:.6f}")
print(f"peak with electrodes exchanged = {T_swapped:.6f}")
print(f"peak with equal widths = {T_equal:.6f}")
print(f"peak with hopping ratio 4 (width ratio 16) = {T_amp:.6f}")
print(f"level at 0.3 eV: peak energy = {E_off:.5f} eV")
print(f"level at 0.3 eV: peak transmission = {T_off:.6f}")
print(f"full width at half maximum = {fwhm:.4f} eV")
print(f"weak-coupling test (both hoppings halved): Gamma = "
      f"{gamma_weak:.5f} eV")
print(f"weak-coupling test: hbar * decay rate = {rate_weak:.5f} eV")
print(f"decayed electron found on left = {P_left:.4f}")
print(f"decayed electron found on right = {P_right:.4f}")
print(f"conductance quantum 2e^2/h = {G0 * 1e6:.3f} microsiemens")
print(f"low-temperature conductance = {G0 * T_peak * 1e6:.2f} microsiemens")
print(f"low-temperature resistance = {1e-3 / (G0 * T_peak):.2f} kiloohm")
print(f"kB*T at 4 K = {kB_eV * 4:.6f} eV")
print(f"kB*T at 300 K = {kB_eV * 300:.5f} eV")
print(f"thermally averaged transmission at 4 K = {T_4K:.4f}")
print(f"thermally averaged transmission at 300 K = {T_300K:.4f}")
print(f"conductance at 300 K = {G0 * T_300K * 1e6:.2f} microsiemens")
print("OK")
```

Running it gives:

```
electrode hopping t = 1.0 eV
vacancy level eps0 = 0.0 eV
left hopping vL = 0.20 eV
right hopping vR = 0.10 eV
left width Gamma_L at E=0 = 0.080 eV
right width Gamma_R at E=0 = 0.020 eV
total width Gamma = 0.100 eV
width ratio Gamma_L/Gamma_R = 4.000
escape time to left hbar/Gamma_L = 8.23 fs
escape time to right hbar/Gamma_R = 32.91 fs
peak transmission, site equations = 0.640000
peak reflection, site equations = 0.360000
peak with electrodes exchanged = 0.640000
peak with equal widths = 1.000000
peak with hopping ratio 4 (width ratio 16) = 0.221453
level at 0.3 eV: peak energy = 0.30769 eV
level at 0.3 eV: peak transmission = 0.640000
full width at half maximum = 0.1025 eV
weak-coupling test (both hoppings halved): Gamma = 0.02500 eV
weak-coupling test: hbar * decay rate = 0.02516 eV
decayed electron found on left = 0.8000
decayed electron found on right = 0.2000
conductance quantum 2e^2/h = 77.481 microsiemens
low-temperature conductance = 49.59 microsiemens
low-temperature resistance = 20.17 kiloohm
kB*T at 4 K = 0.000345 eV
kB*T at 300 K = 0.02585 eV
thermally averaged transmission at 4 K = 0.6399
thermally averaged transmission at 300 K = 0.4509
conductance at 300 K = 34.93 microsiemens
OK
```
